# The sin²ψ law and film stress from lattice-spacing slopes, part 2

The problem is to find the stress in a thin film from the spacing $d$ of its lattice planes, measured by X-ray diffraction at several tilts. The angle $\psi$ lies between the film normal and the unit normal $\mathbf n$ of the reflecting planes, and $x=\sin^2\psi$. The film has a free surface and an equibiaxial in-plane stress $\sigma$, positive in tension. Its grains are taken as elastically isotropic, with Young's modulus $E$ and Poisson ratio $\nu$. The in-plane and normal strains are $a=(1-\nu)\sigma/E$ and $b=-2\nu\sigma/E$, so that $a-b=(1+\nu)\sigma/E$. With unstressed spacing $d_0$, to second order in the geometry,

$$\frac d{d_0}=1+b+(a-b)x+\tfrac12(a-b)^2x(1-x).$$

Without the last term this is the first-order law, a straight line in $x$. In that law $d=d_0$ at the strain-free tilt $\psi_0$, where

$$\sin^2\psi_0=\frac{2\nu}{1+\nu}.$$

Each reading $2\theta_i$, the angle between the transmitted and diffracted beams, gives $d_i=\lambda/(2\sin\theta_i)$, where $\lambda$ is the wavelength. Reading errors follow

$$\frac{\delta d}{d}=-\cot\theta\,\delta\theta,$$

with $\delta\theta$ in radians. A least-squares line through the points $(x_i,d_i)$, with means $\bar x$ and $\bar d$ and $S=\sum_i(x_i-\bar x)^2$, has intercept $d_n=\bar d-m\bar x$ at $\psi=0$ and slope

$$m=\sum_iw_id_i,\qquad w_i=\frac{x_i-\bar x}{S}.$$

If no spacing is wrong by more than $\delta d$, the slope is wrong by at most $\delta d\sum_i|w_i|$. The stress follows from

$$\sigma=\frac{E}{1+\nu}\frac m{d_0},\qquad d_0=d_n+\frac{2\nu}{1+\nu}m.$$

Section 1.7 compared this with the stress from the intercept alone,

$$\sigma_n=-\frac{E}{2\nu}\left(\frac{d_n}{d_0}-1\right).$$

If the reference spacing used is $d_0(1+\delta)$, with $|\delta|\ll1$, the slope stress has a relative error of size $\delta$, but the single-spacing stress has the error

$$\Delta\sigma_n\approx\frac{E}{2\nu}\,\delta,$$

which does not shrink with the stress.

### 2.3 Worked example: a compressed tungsten film

The example is a 300 nm tungsten film under a stress of $-1.5$ GPa. Tungsten is chosen because its crystal is nearly isotropic. The inputs are set to $E=410$ GPa, $\nu=0.28$ and a lattice parameter of 0.3165 nm, near typical values for the metal. The (321) reflection is used with a wavelength of 0.1541 nm, close to that of copper K-alpha radiation.

The readings are simulated. A lattice was deformed by the film strains, its spacing was found from the deformed lattice vectors, and the Bragg angle was rounded to $0.01^\circ$ in $2\theta$. The strains put in are

$$a=\frac{0.72\times(-1.5)}{410}=-2.634\times10^{-3},\qquad
b=\frac{0.56\times1.5}{410}=2.049\times10^{-3}.$$

| $\sin^2\psi$ | $2\theta$ (deg) | $d$ (nm) |
|---|---|---|
| 0.0 | 130.74 | 0.0847618 |
| 0.1 | 130.86 | 0.0847212 |
| 0.2 | 130.97 | 0.0846840 |
| 0.3 | 131.09 | 0.0846437 |
| 0.4 | 131.21 | 0.0846034 |
| 0.5 | 131.33 | 0.0845633 |
| 0.6 | 131.45 | 0.0845233 |

Here $\bar x=0.3$ and $S=2(0.3^2+0.2^2+0.1^2)=0.28$. Pairing points on opposite sides of the centre gives the slope:

$$m=\frac{0.3(-2.385)+0.2(-1.579)+0.1(-0.806)}{0.28}\times10^{-4}\ \text{nm}=-3.971\times10^{-4}\ \text{nm}.$$

The intercept is $d_n=0.0847621$ nm. With $2\nu/(1+\nu)=0.4375$,

$$d_0=0.0847621-0.4375\times3.971\times10^{-4}=0.0845884\ \text{nm},$$

against 0.0845882 nm put in. With $E/(1+\nu)=320.3$ GPa the stress is

$$\sigma=320.3\times\frac{-3.971\times10^{-4}}{0.0845884}\ \text{GPa}=-1.504\ \text{GPa}.$$

The force per unit width is this stress times the thickness, about $-451$ N/m.

The result differs from the input by about 4 MPa. The possible rounding error is larger. Half a step in $2\theta$ is $0.005^\circ$, so $\theta$ may be wrong by $0.0025^\circ=4.36\times10^{-5}$ rad. Near these angles $\cot\theta$ is at most 0.46, and $\delta d/d$ is at most about $2.0\times10^{-5}$. The weights have $\sum_i|w_i|=1.2/0.28=4.29$. Multiplication by 320.3 GPa gives a bound of 27.5 MPa on the rounding error that enters through the slope. The rounding error in this set of readings is about 5 MPa.

Rounding also affects the fitted $d_0$, but weakly. This quantity is the height of the line at $x=0.4375$, or $\sum_i(1/7+0.1375\,w_i)d_i$. The absolute values of these coefficients add up to at most $1+0.1375\times4.29=1.59$. The relative error of $d_0$ is then at most about $3\times10^{-5}$, which changes the stress by less than 0.1 MPa.

The full set of values is in the numerical output below.

### 2.4 Reference spacing and finite strain

The example gives numbers for the argument of section 1.7. If $d_0$ is taken 0.1 % too large, the slope stress changes by $+1.5$ MPa. The stress from $d_n$ alone changes by $+733$ MPa, about half of the stress to be measured. Using $d_n$ in place of $d_0$ in the slope formula changes the result by $+3.1$ MPa, because the two spacings differ by the fraction $b\approx0.2\,\%$. For this film that replacement is harmless.

The second-order term also has a small effect. For tilts spaced evenly in $x$, write $x=\bar x+y$. Then $x^2=\bar x^2+2\bar xy+y^2$, and $\sum y^3=0$ by symmetry, so the least-squares slope of $x^2$ is $2\bar x$. The fitted slope of $x(1-x)$ is therefore $1-2\bar x$. Multiplying the extra strain slope by $E/(1+\nu)$ gives

$$\Delta\sigma\approx\frac{E}{1+\nu}\,\frac{(a-b)^2}{2}(1-2\bar x)=\frac{(1+\nu)\sigma^2}{2E}(1-2\bar x).$$

In the example this is $1.28\times1.5^2\times0.4/820$ GPa, or $+1.4$ MPa, as found from the unrounded spacings. The relative error is proportional to the stress. In a test at $-1.5$ MPa, the slope method returned the stress put in to within one part in $10^5$.

The same term moves the strain-free tilt. Setting $d=d_0$ and writing $x=x_0+\delta x$, with $x_0=0.4375$, gives to leading order

$$\delta x=-\tfrac12(a-b)x_0(1-x_0)=5.8\times10^{-4}.$$

Since $\delta x=\sin2\psi\,\delta\psi$, the tilt increases by $0.03^\circ$. The first-order law gives $41.41^\circ$, and the strained lattice $41.44^\circ$.

### 2.5 Temperature drift

If film and substrate expand equally, a constant temperature offset expands the lattice by one factor at all tilts. It leaves $m/d_0$ unchanged when $d_0$ is taken from the same line. A drift during the scan acts differently. Suppose that the temperature rises by $\Delta T$ in proportion to $x$, from the first tilt to the last at $x_{\max}$. With expansion coefficient $\alpha$, this adds the strain $\alpha\,\Delta T\,x/x_{\max}$, which has the form of a stress signal:

$$\Delta\sigma\approx\frac{E}{1+\nu}\,\frac{\alpha\,\Delta T}{x_{\max}}.$$

For $\alpha=4.5\times10^{-6}$ per kelvin, a 5 K drift and $x_{\max}=0.6$, the false stress is $+12$ MPa. This counts the expansion of the film lattice alone. If film and substrate expand differently, a temperature change also alters the true stress. Measuring the tilts in mixed order keeps a steady drift from being proportional to $x$, but does not in general remove the error. For seven tilts in a random order, its root-mean-square value is $12/\sqrt6\approx5$ MPa. Scanning the tilts up and then back down at an even pace, and averaging the two spacings at each tilt, turns a steady drift into a constant offset, which cancels.

### 2.6 Stress that varies with depth

X-rays weight the upper part of the film more strongly, and the weighting depends on tilt. Let the sample be tilted about an axis that lies both in its surface and in the plane of the two beams, and let $\mathbf t$ be the unit vector along this axis. The outgoing beam has the direction $\cos\theta\,\mathbf t+\sin\theta\,\mathbf n$, and the incoming beam $\cos\theta\,\mathbf t-\sin\theta\,\mathbf n$. Since $\mathbf t$ has no component along the film normal and $\mathbf n$ has the component $\cos\psi$, each beam travels $z/(\sin\theta\cos\psi)$ to or from depth $z$. With absorption length $L$, the intensity from depth $z$ is weighted by

$$e^{-z/\tau},\qquad \tau=\tfrac12L\sin\theta\cos\psi.$$

Tilting makes the sampling depth $\tau$ smaller. For $L=3000$ nm, a rough value for tungsten at this wavelength, $\tau$ falls from 1366 nm at $\psi=0$ to 864 nm at the last tilt.

If the film thickness $t$ is much smaller than $\tau$, the weight is nearly $1-z/\tau$. The mean sampled depth is then

$$\langle z\rangle\approx\frac{t/2-t^2/(3\tau)}{1-t/(2\tau)}\approx\frac t2-\frac{t^2}{3\tau}+\frac{t^2}{4\tau}=\frac t2-\frac{t^2}{12\tau}.$$

Let the stress rise linearly by $G$ from the surface to the substrate. The sampled stress is below the thickness mean by $Gt/(12\tau)$. Take $G=1$ GPa, so that the stress runs from $-2$ GPa at the surface to $-1$ GPa at the substrate. The shift is $-18$ MPa at the first tilt and $-29$ MPa at the last.

A stress shift $s(x)$ changes the measured strain by $(1+\nu)(x-x_0)s(x)/E$, because the strain response vanishes at $x_0=0.4375$. An estimate from the two end tilts gives

$$\Delta\sigma\approx\frac{(0.6-0.4375)(-29)-(-0.4375)(-18)}{0.6}\ \text{MPa}\approx-21\ \text{MPa}.$$

The fit to all seven tilts, with the full exponential weights, also gives $-21$ MPa relative to the thickness mean. The error is about 1.4 % of the stress. In a film as thick as the sampling depth the approximation $t\ll\tau$ fails, and the measured value is weighted noticeably toward the upper part of the film.

### 2.7 Grains that are not isotropic

Let the grains be cubic, with compliances $s_{11}$, $s_{12}$ and $s_{44}$, and let each carry the same film stress. Equal stress is a limiting assumption about how grains share the load. In crystal axes the strain is

$$\varepsilon_{ij}=\frac{s_{44}}2T_{ij}+\delta_{ij}\left(s_{12}\,\mathrm{tr}\,T+s_0T_{ii}\right),\qquad s_0=s_{11}-s_{12}-\frac{s_{44}}2,$$

without summation over $i$. The stress is $T_{ij}=\sigma(\delta_{ij}-q_iq_j)$, where $\mathbf q$ is the film normal seen from the crystal. Let $\mathbf p$ be the plane normal in crystal axes. Since $\mathbf p\cdot\mathbf q=\cos\psi$, we have $\mathbf p\cdot T\mathbf p=\sigma x$ and $\mathrm{tr}\,T=2\sigma$.

The grains that reflect differ by rotations about $\mathbf p$, which are assumed equally likely. Write $\mathbf q=\cos\psi\,\mathbf p+\sin\psi\,\mathbf r$, with $\mathbf r$ a unit vector normal to $\mathbf p$. On average $r_i$ vanishes and $r_i^2=(1-p_i^2)/2$, so

$$\langle q_i^2\rangle=(1-x)p_i^2+\tfrac12x(1-p_i^2).$$

Define $\Gamma=p_1^2p_2^2+p_2^2p_3^2+p_3^2p_1^2$. Squaring $\sum_ip_i^2=1$ gives $\sum_ip_i^4=1-2\Gamma$. The term with $s_0$ then contains

$$\sum_ip_i^2(1-\langle q_i^2\rangle)=1-(1-x)(1-2\Gamma)-x\Gamma=2\Gamma+x(1-3\Gamma).$$

Collecting the terms, and using $s_{44}/2+s_0=s_{11}-s_{12}$, gives

$$\frac{\langle\varepsilon\rangle}{\sigma}=2s_{12}+2s_0\Gamma+\left(s_{11}-s_{12}-3s_0\Gamma\right)\sin^2\psi.$$

The plot is still straight, but its slope depends on the reflection. A straight plot is therefore no proof that isotropic constants apply. For isotropic grains $s_0=0$, and the slope returns to $(1+\nu)/E$.

The (200) planes have $\Gamma=0$ and the (222) planes $\Gamma=1/3$. The ratio of their slopes is $2(s_{11}-s_{12})/s_{44}=2C_{44}/(C_{11}-C_{12})$ in terms of the stiffnesses. For tungsten, with rough stiffnesses $C_{11}=520$, $C_{12}=205$ and $C_{44}=160$ GPa, it is 1.016. For copper, with 170, 122 and 75 GPa, it is 3.1. In this limit the isotropic law serves for tungsten and fails badly for copper. If all grains instead shared one strain, the slope would not depend on the reflection.

For tungsten (321), $\Gamma=1/4$ and the slope is 3.137 per TPa, against $(1+\nu)/E=3.122$ per TPa. Reading such data with the isotropic constants changes the stress by $-7$ MPa. This shift does not measure the anisotropy alone. Over random directions $\Gamma$ has the mean $1/5$, for which the slope formula gives 3.145 per TPa. The mismatch between this value and 3.122, which comes from the rounded $E$, $\nu$ and stiffnesses, accounts for $-11$ MPa. The anisotropy of the (321) reflection offsets about 4 MPa of it.

### 2.8 The example beside a real film

Compressive stresses of the order of 1 GPa occur in tungsten films sputtered at low gas pressure, so the example lies in a realistic range. Its evenly spaced tilts and sharp angles are more favourable than many real films allow. Small grains and defects broaden the reflections. If the peak position is known to steps of $0.05^\circ$ instead of $0.01^\circ$, at the same tilts, the rounding bound grows fivefold to about 140 MPa. Grains often share a preferred plane parallel to the surface. If this is (110), the angles between (110)-type and (321)-type normals concentrate the intensity near tilts of $19^\circ$, $41^\circ$ and $55^\circ$, if tilts up to $60^\circ$ are used. The elastic constants that enter are those of the diffracting crystal, and impurities or defects may shift them from handbook values. Pores act differently. They lower the modulus of the film as a whole, but the X-rays see only the solid, so the constants of the crystal give the mean stress in the solid. The stress averaged over solid and pores is $(1-p)$ times this value for a pore fraction $p$, and the lowered modulus of the porous film should not be inserted. A crystal modulus 10 % lower, with $\nu$ and the measured slope held fixed, lowers the magnitude of the inferred stress by 10 %, or 150 MPa. For this tungsten film, an error of that size would exceed each of the errors computed above for the slope method, so the elastic constants should be checked when an absolute stress is needed.

## Computed values

```
Young's modulus E = 410 GPa, Poisson ratio = 0.28
lattice parameter = 0.3165 nm, wavelength = 0.1541 nm
unstrained (321) spacing d0 = 0.0845882 nm
unstrained 2theta = 131.26 deg
stress put in = -1.500 GPa, thickness = 300 nm
in-plane strain = -2.6341e-03, normal strain = 2.0488e-03
strain slope (1+nu)*sigma/E = -4.6829e-03
psi (deg), sin^2 psi, 2theta read (deg), d (nm):
   0.00  0.0  130.74  0.0847618
  18.43  0.1  130.86  0.0847212
  26.57  0.2  130.97  0.0846840
  33.21  0.3  131.09  0.0846437
  39.23  0.4  131.21  0.0846034
  45.00  0.5  131.33  0.0845633
  50.77  0.6  131.45  0.0845233
fitted slope m = -3.9706e-04 nm, intercept d_n = 0.0847621 nm
largest deviation from line = 1.4e-06 nm
d0 from fit = 0.0845884 nm
E/(1+nu) = 320.31 GPa
stress from fit = -1.5036 GPa
film force per width = -451 N/m
strict bound on rounding error = 27.5 MPa
strain-free sin^2 psi, law = 0.4375
strain-free tilt, law = 41.41 deg
strain-free tilt, strained lattice = 41.44 deg
Changes of the inferred stress (MPa):
  finite strain, unrounded data: +1.41
  d_n used for d0: +3.08
  d0 0.1 % too large, slope method: +1.50
  d0 0.1 % too large, d_n alone: +733
  5 K drift during scan: +12.0
  1 GPa stress spread in depth: -20.8
absorption length = 3000 nm
1/e sampling depth = 1366 nm at the first tilt, 864 nm at the last
thermal expansion = 4.5e-06 1/K
Strain slope per unit stress (1/TPa), grains under equal stress:
  isotropic (1+nu)/E = 3.122
  W C11, C12, C44 = (520.0, 205.0, 160.0) GPa
  W (200) 3.175, (321) 3.137, (222) 3.125
  Cu C11, C12, C44 = (170.0, 122.0, 75.0) GPa
  Cu (200) 20.833, (222) 6.667
  ratio (200)/(222): W 1.016, Cu 3.125
W (321) slope read with isotropic E, nu: -7.4 MPa
```
